\section*{Why selected CI extrapolates almost linearly, and what renormalized PT2 corrects, part 2}

In selected configuration interaction (CI), the variational energy $E_v$ is plotted against a second-order correction and extended linearly to zero correction to estimate the full CI energy $E$. How straight is the plot, and does renormalizing the correction help?

$H$ is real symmetric in orthonormal determinants (atomic units). $P$ projects on the selected space, $Q=1-P$, and $\Psi$ is the normalized lowest eigenvector of $PHP$. The exact state is $\Psi+\chi$, $\chi\perp\Psi$. Let $\Delta E=E-E_v$, $g=QH\Psi$, $R=1-\Psi\Psi^T$ and $A=R(H-E_v)R$, assumed positive definite on the range of $R$. External determinants $a$ have $\Delta_a=H_{aa}-E_v$ and $c_a=-g_a/\Delta_a$. Then $E_2=g^Tc$ (PT2), $N=\sum_ac_a^2$, $\bar\Delta=|E_2|/N$, $E_2^r=E_2/(1+N)$ (rPT2), $s=\Delta E/E_2$ and $s_r=\Delta E/E_2^r$.

Partitioning gives
\begin{equation}
\Delta E=-g^T(A-\Delta E)^{-1}g .
\label{eq:low}
\end{equation}
\begin{equation}
s=\frac{1+\kappa}{1+\bar N}.
\label{eq:s}
\end{equation}
Here $g^TA^{-1}g=(1+\kappa)|E_2|$, $\bar N=g^TA^{-1}(A-\Delta E)^{-1}g$, and $|\chi|^2\le\bar N\le N_A=g^TA^{-2}g$.

With $r=Ac+g$ and $E_3=\sum_{a\ne b}c_aH_{ab}c_b$, $\kappa=\kappa_3+\kappa_4$, $\kappa_3=E_3/E_2$, $\kappa_4=r^TA^{-1}r/|E_2|$. The unsigned bound is $|\kappa_3|\le\sum_{a\neq b}|v_a|\frac{|H_{ab}|}{\sqrt{\Delta_a\Delta_b}}|v_b|$, $v_a=c_a\sqrt{\Delta_a/|E_2|}$. The Rayleigh quotient of $\Psi+c$, $(E_2+E_3)/(1+N)\ge\Delta E$, gives $s_r\ge1+\kappa_3$.

Scaling $g\to\lambda g$ at fixed $A$, with $t=\lambda^2$,
\begin{align}
s(t)&=(1+\kappa)\,[1-tN_A+O(t^2)],\label{eq:c1}\\
s_r(t)&=(1+\kappa)\,[1-t(N_A-N)+O(t^2)].\label{eq:c2}
\end{align}
Here rPT2 reduces the bending if and only if $N<2N_A$.

The diagonal model replaces $A$ by $\Delta_a$ on $Q$. Relative to its shift $x$, PT2 errs at order $\lambda^4$, rPT2 at $\lambda^6$.

Adding PT2 leaves the error
\begin{equation}
E_v+E_2-E=(s-1)|E_2|
\label{eq:err}
\end{equation}
A line through $(y_i,E+s_iy_i)$, $y_1>y_2$, with $y$ and $s$ from PT2 or rPT2, has intercept error
\begin{equation}
I-E=\frac{y_1y_2\,(s_2-s_1)}{y_1-y_2}.
\label{eq:ex}
\end{equation}
It beats adding the correction at point 2 if and only if $y_1|s_2-s_1|/(y_1-y_2)<|s_2-1|$.

In the computed results, "one det left" means a single determinant outside $P$.

\section*{Numbers for the nitrogen atom}

\noindent Q: What do these quantities look like in a real case?

\medskip\noindent A: Take the $^4S$ ground state of N in the cc-pVDZ basis, with restricted open-shell Hartree--Fock orbitals, the $1s$ shell frozen and $M_S=3/2$. The mixing of $1s$ and $2s$, which Hartree--Fock leaves free, is fixed by diagonalizing the mean of the $\alpha$ and $\beta$ Fock matrices among the doubly occupied orbitals; using either matrix alone shifts the full CI energy by about $0.002$ eV. The $p$ and $d$ orbitals are the usual real ones ($p_x$, $d_{xy}$ and so on); this has to be stated because rotating the degenerate $d$ orbitals among themselves can change $E_2$. The 13 active orbitals give 1220 determinants of $A_u$ symmetry in the subgroup $D_{2h}$, to which the ground state belongs, few enough to invert $A$. The full CI energy is $-1482.4369$ eV ($-54.478551$ hartree), which is $2.4527$ eV below Hartree--Fock. These energies belong to this small basis and are not converged: in cc-pVTZ the frozen-core coupled-cluster (CCSD) correlation energy grows from $2.43$ to $3.12$ eV, the one-determinant $|E_2|$ from $2.79$ to $3.60$ eV and $N$ from $0.041$ to $0.052$, while the ratio of the CCSD correlation energy to $|E_2|$ stays near $0.87$. The extrapolation discussed here reaches full CI within the chosen basis and leaves the basis error untouched. The space starts from one determinant and is doubled up to 512 by taking the largest $g_a^2/\Delta_a$. The numerical check at the end asserts the partitioning formula, the factorization of $s$, the split of $\kappa$ and the Rayleigh quotient against direct diagonalization at each step, along with $N<2N_A$.

With one determinant, $E_2=-2.7931$ eV, $N=0.04134$, $\bar N=0.03333$, $N_A=0.03452$, and
\begin{align}
\kappa&=-0.1274+0.0348=-0.0926,\nonumber\\
s&=0.90742/1.03333=0.8782,\nonumber\\
E_2^r&=-2.7931/1.04134=-2.6822\ \text{eV},\nonumber\\
s_r&=0.8782\times1.04134=0.9145 .\nonumber
\end{align}
The Hartree--Fock weight $0.96883$ gives $|\chi|^2=1/0.96883-1=0.0322$, below $\bar N$ and $N_A$ as derived, and $s_r$ respects its lower bound $1+\kappa_3=0.8726$. Relative to full CI, the error of the corrected energy goes from $-0.340$ eV with PT2 to $-0.229$ eV with rPT2, that is from 14\% to 9\% of the correlation energy.

The diagonal model separates the two causes. Its root is $x=-2.6865$ eV. Relative to $x$, PT2 errs by $-2.7931+2.6865=-0.107$ eV and rPT2 by $-2.6822+2.6865=+0.004$ eV, and the tested error exponents are $3.996$ and $5.993$ against 4 and 6. The remaining gap between $x$ and the true $-2.4527$ eV, about $0.23$ eV, comes from the off-diagonal elements that the model drops. On the scaled family of the full matrix, diagonalization gives $s(0)=0.90742$, and (\ref{eq:c1}) and (\ref{eq:c2}) predict
\begin{align}
ds/dt&=-0.90742\times0.03452=-0.0313,\nonumber\\
ds_r/dt&=+0.90742\times(0.04134-0.03452)=+0.0062,\nonumber
\end{align}
in agreement with the diagonalized values $-0.03132$ and $+0.00619$. The bending falls by a factor of five and changes sign, because here $N>N_A$.

\medskip\noindent Q: And along the real sequence?

\medskip\noindent A: The chord slope $s$ rises from $0.878$ at one determinant to $1.010$ at 32, and between 64 and 512 it stays within $0.974$ to $0.988$ without a monotonic trend; at 512, where $|E_2|=0.0006$ eV, it is $0.981$. The denominators are large, $\bar\Delta$ running from 68 to 147 eV, so $N=|E_2|/\bar\Delta$ is 0.04 at the start and below $5\times10^{-4}$ from 64 determinants on. From there $s$ and $s_r$ differ by $sN<0.0005$, and rPT2 has nothing left to correct. The unsigned bound on $|\kappa_3|$ lies between $0.10$ and $0.22$, so weak coupling relative to the denominators already limits $\kappa_3$. Cancellation of signs lowers it further by a variable amount, from $0.219$ to $0.127$ at one determinant and from $0.155$ to $0.007$ at 32. In addition $\kappa_3$ is negative at all ten steps and the positive $\kappa_4$ offsets it in part, or more than fully at 32.

Taking the logarithm of (\ref{eq:s}) divides the drift from 1 to 512 determinants: $\ln(1+\kappa)$ changes by $0.078$ and $-\ln(1+\bar N)$ by $0.033$, a total of $0.111$. Renormalization removes $\ln1.04134=0.041$ of this and leaves $0.070$. Most of the curvature of this plot is drift of $\kappa$.

For the pair 8 and 16, equation (\ref{eq:ex}) gives
\begin{align}
\text{PT2:}\quad&\frac{1.7407\times0.9259}{0.8149}\,(0.9656-0.9374)=0.056\ \text{eV},\nonumber\\
\text{rPT2:}\quad&\frac{1.6985\times0.9152}{0.7833}\,(0.9769-0.9607)=0.032\ \text{eV}.\nonumber
\end{align}
A least-squares line through 8 to 64 determinants has slopes $0.933$ and $0.957$ and intercept errors $0.016$ and $0.010$ eV, and the local slopes of successive pairs in this range run from $0.905$ to $1.017$ for PT2 and from $0.942$ to $1.022$ for rPT2, so rPT2 gives the straighter plot here. Two less comfortable facts appear. First, these extrapolations are worse than adding the correction at the last point, where the errors are $-0.032$ and $-0.021$ eV at 16 determinants and $-0.0014$ eV at 64. For the pair 8 and 16 with PT2 the condition derived above fails because the drift is large against the distance from one: $1.7407\times0.0282/0.8149=0.060$ exceeds $1-0.9656=0.034$. The two-point extrapolation wins for the pairs 128--256 and 256--512, with $+3\times10^{-5}$ eV against $-7\times10^{-5}$ eV at 256. Second, at 32 determinants rPT2 is the worse estimate, $+0.0044$ against $+0.0031$ eV. Renormalization raises the estimate by $E_2^r-E_2=|E_2|N/(1+N)$. Added to the error (\ref{eq:err}), this reduces the magnitude if and only if $(s-1)|E_2|$ is below minus half of the rise, that is $s<1-N/[2(1+N)]$. At 32 determinants $s>1$ and the condition fails.

\section*{Many independent units}

\noindent Q: My systems are much larger than one atom, so $N$ is larger. Does rPT2 then help more?

\medskip\noindent A: A simple model shows that it can hurt. Take $M$ non-interacting two-level units, each with gap $\Delta$ and coupling $\tau$, let $n=\tau^2/\Delta^2\ll1$, and let $P$ hold the one configuration with no unit excited. The lowest eigenvalue of one unit solves $\epsilon(\epsilon-\Delta)=\tau^2$, so
\begin{equation}
\epsilon=\tfrac{\Delta}{2}\big(1-\sqrt{1+4n}\big)=-\Delta\,(n-n^2+\dots),
\end{equation}
using $\sqrt{1+4n}=1+2n-2n^2+\dots$. Energies of independent units add, $\Delta E=M\epsilon$. The $M$ singly excited configurations have $g=\tau$ and $c=-\tau/\Delta$, so $E_2=-Mn\Delta$ and $N=Mn$. Therefore
\begin{equation}
s=1-n+O(n^2),\qquad s_r=s(1+Mn)=1+(M-1)n+O(n^2),
\end{equation}
with $s$ independent of $M$. The reason is visible in $\kappa$. Singly excited configurations do not couple to each other, so $\kappa_3=0$. Each of the $M(M-1)/2$ doubly excited ones is reached from two singles, $r=2\tau c=-2\tau^2/\Delta$, and has the denominator $2\Delta$. To leading order in $n$ at fixed $M$, where $A$ may be taken diagonal in $r^TA^{-1}r$,
\begin{equation}
\kappa=\frac{1}{Mn\Delta}\cdot\frac{M(M-1)}{2}\cdot\frac{4\tau^4}{\Delta^2}\cdot\frac{1}{2\Delta}=(M-1)\,n .
\end{equation}
With $\bar N\approx Mn$, this gives $s\approx1+(M-1)n-Mn=1-n$. Simultaneous excitations of different units cancel all of the renormalization except the part $n$ that belongs to one unit. This expansion of $\kappa$ and $\bar N$ requires $Mn\ll1$. For larger $M$ the result for $s$ still holds, since it follows from the additivity of the energies, but $A$ eventually ceases to be positive definite, for $\Delta=10$ eV and $\tau=1$ eV at $M=62$, and the assumption behind the factorization (\ref{eq:s}) then fails. Plain PT2 omits both terms and scales correctly with $M$ in this model; rPT2 keeps the negative term alone, and $E_2^r=-Mn\Delta/(1+Mn)$ saturates at $-\Delta$ for large $M$ instead of growing in proportion. At leading order the deviations from one are $n$ for PT2 and $(M-1)n$ for rPT2, so rPT2 wins at $M=1$, ties at $M=2$ and loses for $M\ge3$. With the model values $\Delta=10$ eV and $\tau=1$ eV, diagonalization gives $s=0.9902$ for $M=1,2,4,8$ and $s_r=1.0001$, $1.0100$, $1.0298$, $1.0694$.

Here $\kappa$ is not constant as the coupling is reduced, since the same $\tau$ appears in $g$ and in the off-diagonal part of $A$, so the fixed-$A$ family behind (\ref{eq:c2}) does not describe that limit. A value of $N$ that is large because many weakly coupled regions are each slightly uncorrelated is, in this model, a warning against the factor $1/(1+N)$. Whether a given molecule is closer to the nitrogen case or to this one is not decided by $N$ alone. The difference between the PT2 and rPT2 intercepts, and their change when the fitted range is moved to larger spaces, can be read from the calculation itself; in the nitrogen data the two intercepts differ by $0.005$ eV for the range 8 to 64 and by $3\times10^{-6}$ eV for 64 to 512, while their errors are $0.010$ to $0.016$ eV and $9\times10^{-5}$ eV, so agreement between the two understates the error.

\section*{Computed results}
\begin{verbatim}
N cc-pVDZ frozen 1s: 13 orbitals, 1220 determinants; 1 Eh = 27.211386 eV
E_ROHF = -1479.98415 eV; E_corr = -2.45274 eV; ROHF weight = 0.96883
E_FCI = -1482.43689 eV = -54.4785509 Eh
ndet Ev-E(eV) E2(eV) rPT2(eV) s sr errPT2(eV) errrPT2(eV)
   1 2.452745 -2.793078 -2.682183 0.8782 0.9145 -0.340333 -0.229438
   2 2.295179 -2.588273 -2.493295 0.8868 0.9205 -0.293094 -0.198116
   4 2.060971 -2.283104 -2.209673 0.9027 0.9327 -0.222133 -0.148702
   8 1.631758 -1.740706 -1.698526 0.9374 0.9607 -0.108949 -0.066768
  16 0.894027 -0.925856 -0.915203 0.9656 0.9769 -0.031830 -0.021177
  32 0.316010 -0.312949 -0.311657 1.0098 1.0140 +0.003061 +0.004353
  64 0.053637 -0.055070 -0.055045 0.9740 0.9744 -0.001433 -0.001407
 128 0.019081 -0.019381 -0.019378 0.9846 0.9847 -0.000299 -0.000297
 256 0.005775 -0.005844 -0.005844 0.9881 0.9881 -0.000070 -0.000069
 512 0.000598 -0.000609 -0.000609 0.9812 0.9812 -0.000011 -0.000011
ndet N Nbar NA Dbar(eV) k3 k4 kappa unsigned_k3 (dimensionless but Dbar)
   1 4.134e-02 3.333e-02 3.452e-02 67.6 -0.1274 0.0348 -0.0926 0.219
   2 3.809e-02 3.127e-02 3.233e-02 67.9 -0.1199 0.0344 -0.0855 0.219
   4 3.323e-02 2.821e-02 2.907e-02 68.7 -0.1047 0.0329 -0.0718 0.213
   8 2.483e-02 2.264e-02 2.321e-02 70.1 -0.0688 0.0275 -0.0414 0.191
  16 1.164e-02 1.111e-02 1.126e-02 79.5 -0.0416 0.0180 -0.0236 0.200
  32 4.146e-03 4.433e-03 4.456e-03 75.5 -0.0068 0.0211 +0.0143 0.155
  64 4.645e-04 4.591e-04 4.594e-04 118.6 -0.0500 0.0245 -0.0256 0.183
 128 1.340e-04 1.345e-04 1.345e-04 144.6 -0.0299 0.0145 -0.0153 0.171
 256 4.112e-05 4.107e-05 4.107e-05 142.1 -0.0243 0.0124 -0.0119 0.155
 512 4.148e-06 3.966e-06 3.966e-06 146.8 -0.0274 0.0086 -0.0188 0.103
pair localslope_PT2 localslope_rPT2 intercept_err PT2(eV) rPT2(eV)
1-2 0.7693 0.8342 +0.303899 +0.215338
2-4 0.7675 0.8258 +0.308758 +0.236276
4-8 0.7913 0.8397 +0.254291 +0.205496
8-16 0.9054 0.9418 +0.055795 +0.032091
16-32 0.9431 0.9577 +0.020876 +0.017536
32-64 1.0174 1.0224 -0.002393 -0.002643
64-128 0.9682 0.9689 +0.000316 +0.000307
128-256 0.9830 0.9832 +0.000030 +0.000029
256-512 0.9889 0.9889 -0.000005 -0.000005
fit 8-64: slope 0.9332 / 0.9574, err +0.015909 / +0.010459 eV (PT2 / rPT2)
fit 64-512: slope 0.9732 / 0.9737, err +0.000089 / +0.000086 eV (PT2 / rPT2)
drift 1->512: ln(1+kappa) +0.0782, -ln(1+Nbar) +0.0328
diagonal model: x = -2.68648 eV; error exponents 3.996, 5.993
scaled g, full H: s(0) = 0.90742, ds/dt = -0.03132, dsr/dt = +0.00619
one det left: E2 = -8.404e-05 eV, N = 6.09e-07, kappa = 0.0068, s = 1.0068
two-level units: gap = 10.0 eV, tau = 1.0 eV, n = 0.0100
M=1 dE=-0.09902 eV E2=-0.100 eV N=0.010 kappa=0.0000 s=0.9902 sr=1.0001
M=2 dE=-0.19804 eV E2=-0.200 eV N=0.020 kappa=0.0101 s=0.9902 sr=1.0100
M=4 dE=-0.39608 eV E2=-0.400 eV N=0.040 kappa=0.0313 s=0.9902 sr=1.0298
M=8 dE=-0.79216 eV E2=-0.800 eV N=0.080 kappa=0.0778 s=0.9902 sr=1.0694
\end{verbatim}
